# First-order energy of neon-like ions and its failure for neon: a numerical check

```python
"""
Result under test (hartree atomic units, nonrelativistic, point nucleus):
ten-electron ions 1s2 2s2 2p6 have E(Z) = -2 Z^2 + E1 Z + O(1), where
E1 = 8.770830 is a sum of hydrogenic Slater integrals F^k, G^k at Z = 1.
Z: nuclear charge; zeta: common charge in screened hydrogenic orbitals.
The two-term energy -2 Z^2 + E1 Z is then compared with Hartree-Fock (HF).
"""
from fractions import Fraction as Fr
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, ao2mo
from pyscf.data.elements import ELEMENTS

scf.hf.MUTE_CHKFILE = True  # no checkpoint files
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- exact hydrogenic Slater integrals at Z = 1 ----------
# P(r) = N * sum_p c_p r^p * exp(-a r), stored as (N^2, {p: c_p}, a)
ORBITALS = {
    "1s": (Fr(4), {1: Fr(1)}, Fr(1)),
    "2s": (Fr(1, 2), {1: Fr(1), 2: Fr(-1, 2)}, Fr(1, 2)),
    "2p": (Fr(1, 24), {2: Fr(1)}, Fr(1, 2)),
}


def product(a, b):
    """Product of two radial functions without their norms."""
    poly = {}
    for p, c in ORBITALS[a][1].items():
        for q, d in ORBITALS[b][1].items():
            poly[p + q] = poly.get(p + q, Fr(0)) + c * d
    return poly, ORBITALS[a][2] + ORBITALS[b][2]


def outer_part(k, m, a, n, b):
    """Integral over r1 > r2 of r1^(m-k-1) e^(-a r1) r2^(n+k) e^(-b r2)."""
    q, p = m - k - 1, n + k
    return sum(Fr(factorial(q), factorial(j)) / a ** (q - j + 1)
               * factorial(p + j) / (a + b) ** (p + j + 1)
               for j in range(q + 1))


def slater(kind, k, a, b):
    """F^k(a,b) for kind 'F', G^k(a,b) for kind 'G'."""
    if kind == "F":
        (f, x), (g, y) = product(a, a), product(b, b)
    else:
        (f, x), (g, y) = product(a, b), product(a, b)
    total = sum(c * d * (outer_part(k, m, x, n, y) + outer_part(k, n, y, m, x))
                for m, c in f.items() for n, d in g.items())
    return ORBITALS[a][0] * ORBITALS[b][0] * total


for name in ORBITALS:
    poly, a = product(name, name)
    norm = ORBITALS[name][0] * sum(c * factorial(p) / a ** (p + 1)
                                   for p, c in poly.items())
    assert norm == 1

KEYS = [("F", 0, "1s", "1s"), ("F", 0, "1s", "2s"), ("G", 0, "1s", "2s"),
        ("F", 0, "2s", "2s"), ("F", 0, "1s", "2p"), ("G", 1, "1s", "2p"),
        ("F", 0, "2s", "2p"), ("G", 1, "2s", "2p"), ("F", 0, "2p", "2p"),
        ("F", 2, "2p", "2p")]
S = {key: slater(*key) for key in KEYS}


def F(k, a, b):
    return S[("F", k, a, b)]


def G(k, a, b):
    return S[("G", k, a, b)]


parts = {
    "1s-1s": F(0, "1s", "1s"),
    "2s-2s": F(0, "2s", "2s"),
    "1s-2s": 4 * F(0, "1s", "2s") - 2 * G(0, "1s", "2s"),
    "1s-2p": 12 * F(0, "1s", "2p") - 2 * G(1, "1s", "2p"),
    "2s-2p": 12 * F(0, "2s", "2p") - 2 * G(1, "2s", "2p"),
    "2p-2p": 15 * F(0, "2p", "2p") - Fr(6, 5) * F(2, "2p", "2p"),
}
E1_exact = sum(parts.values())
E1 = float(E1_exact)
assert round(E1, 6) == 8.770830

# repulsion coefficient lost when one 2p electron is removed
delta_exact = (2 * F(0, "1s", "2p") - G(1, "1s", "2p") / 3
               + 2 * F(0, "2s", "2p") - G(1, "2s", "2p") / 3
               + 5 * F(0, "2p", "2p") - Fr(2, 5) * F(2, "2p", "2p"))
delta = float(delta_exact)

# ---------- independent road: Gaussian basis, Cartesian p orbitals ----------
N_S, N_P = 25, 18


def even_tempered(Z, ratio=2.1, n_s=N_S, n_p=N_P):
    shells = [[0, [0.0006 * Z**2 * ratio**i, 1.0]] for i in range(n_s)]
    return shells + [[1, [0.0005 * Z**2 * ratio**i, 1.0]] for i in range(n_p)]


hyd = gto.M(atom="H", charge=-9, spin=0, basis={"H": even_tempered(1)},
            verbose=0)
h_core = hyd.intor("int1e_kin") + hyd.intor("int1e_nuc")
overlap = hyd.intor("int1e_ovlp")
orbs = np.zeros((hyd.nao, 5))  # columns 1s, 2s, 2px, 2py, 2pz
s_idx = np.arange(N_S)
e_s, c_s = eigh(h_core[np.ix_(s_idx, s_idx)], overlap[np.ix_(s_idx, s_idx)])
orbs[s_idx, :2] = c_s[:, :2]
E0_basis = 2 * (e_s[0] + e_s[1])
for axis in range(3):
    p_idx = N_S + 3 * np.arange(N_P) + axis
    e_p, c_p = eigh(h_core[np.ix_(p_idx, p_idx)], overlap[np.ix_(p_idx, p_idx)])
    orbs[p_idx, 2 + axis] = c_p[:, 0]
    E0_basis += 2 * e_p[0]
assert abs(E0_basis + 2) < 1e-5  # finite Gaussian basis

eri = ao2mo.kernel(hyd.intor("int2e", aosym="s8"), orbs, compact=False)
eri = eri.reshape(5, 5, 5, 5)
J = np.einsum("iijj->ij", eri)
K = np.einsum("ijij->ij", eri)
F2_num = (J[4, 4] - J[2, 3]) * 25 / 6
numeric = [J[0, 0], J[0, 1], K[0, 1], J[1, 1], J[0, 4], 3 * K[0, 4],
           J[1, 4], 3 * K[1, 4], J[2, 3] + 2 * F2_num / 25, F2_num]
slater_error = max(abs(float(S[key]) - x) for key, x in zip(KEYS, numeric))
assert slater_error < 2e-5  # finite Gaussian basis
assert abs(K[2, 3] - 3 * float(F(2, "2p", "2p")) / 25) < 2e-5

pair = 2 * J - K
shell = {"1s": [0], "2s": [1], "2p": [2, 3, 4]}
for label, value in parts.items():
    a, b = label.split("-")
    block = pair[np.ix_(shell[a], shell[b])].sum() * (1 if a == b else 2)
    assert abs(block - float(value)) < 1e-4
E1_gauss = pair.sum()
assert abs(E1_gauss - E1) < 1e-4
assert abs(pair[4].sum() - delta) < 1e-4


# ---------- Hartree-Fock energies of the real atom and its ions ----------
def run_hf(Z, **basis_options):
    symbol = ELEMENTS[Z]
    mol = gto.M(atom=symbol, charge=Z - 10, spin=0, verbose=0,
                basis={symbol: even_tempered(Z, **basis_options)})
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10 * Z**2
    mf.init_guess = "minao" if Z < 20 else "1e"
    mf.kernel()
    assert mf.converged
    return mf


def two_term(Z):
    return -2 * Z**2 + E1 * Z


charges = [10, 14, 20, 30, 50, 80]
neon = run_hf(10)
E_hf = {10: neon.e_tot}
for Z in charges[1:]:
    E_hf[Z] = run_hf(Z).e_tot
coarse = run_hf(10, ratio=2.4, n_s=21, n_p=15).e_tot
assert abs(coarse - E_hf[10]) < 2e-3  # basis convergence

# E1 recovered from HF energies alone, by extrapolation to 1/Z = 0
high = [20, 30, 50, 80]
slopes = [(E_hf[Z] - E0_basis * Z**2) / Z for Z in high]
E1_extrapolated = np.polyfit([1 / Z for Z in high], slopes, 3)[-1]
assert abs(E1_extrapolated - E1) < 3e-3  # truncated series in 1/Z

relative = [(two_term(Z) - E_hf[Z]) / abs(E_hf[Z]) for Z in charges]
assert all(x > y > 0 for x, y in zip(relative, relative[1:]))
remainder = [E_hf[Z] - two_term(Z) for Z in charges]
steps = np.abs(np.diff(remainder))
assert steps[-1] < 0.5 and steps[-1] < steps[0]

# ---------- screened hydrogenic determinant in the neon functional ----------
kinetic = neon.mol.intor("int1e_kin")
attraction = neon.mol.intor("int1e_nuc")
neon_overlap = neon.get_ovlp()


def determinant_energy(zeta):
    _, c = eigh(kinetic + zeta / 10 * attraction, neon_overlap)
    return neon.energy_tot(dm=2 * c[:, :5] @ c[:, :5].T)


assert abs(determinant_energy(10.0) - two_term(10)) < 2e-3
best = minimize_scalar(determinant_energy, bounds=(6, 10), method="bounded",
                       options={"xatol": 1e-6})
zeta_opt = 10 - E1 / 4
E_screened = -2 * zeta_opt**2
assert abs(best.x - zeta_opt) < 1e-3
assert abs(best.fun - E_screened) < 2e-3
assert two_term(10) > E_screened > E_hf[10]

# ---------- ionization energy of neon ----------
cation = gto.M(atom="Ne", charge=1, spin=1, verbose=0,
               basis={"Ne": even_tempered(10)})
uhf = scf.UHF(cation)
uhf.conv_tol = 1e-8
c = neon.mo_coeff
uhf.kernel(dm0=np.array([c[:, :5] @ c[:, :5].T, c[:, :4] @ c[:, :4].T]))
assert uhf.converged
ip_hf = uhf.e_tot - E_hf[10]
ip_two = 10**2 / 8 - 10 * delta
assert ip_hf > 0 > ip_two

# ---------- output ----------
print("Hydrogenic Slater integrals at Z = 1 (hartree)")
for key in KEYS:
    print(f"  {key[0]}{key[1]}({key[2]},{key[3]}) = {S[key]} = {float(S[key]):.8f}")
print(f"largest deviation from Gaussian-basis integrals: {slater_error:.1e} hartree")
print("Contributions to E1 (hartree)")
for label, value in parts.items():
    print(f"  {label}: {value} = {float(value):.8f}")
print(f"E1 = {E1_exact} = {E1:.8f} hartree")
print(f"E1 from Gaussian-basis integrals = {E1_gauss:.6f} hartree")
print(f"E1 extrapolated from HF ions = {E1_extrapolated:.4f} hartree")
print("Z, HF energy, two-term energy, HF minus two-term (hartree), error (%)")
for Z, rest, rel in zip(charges, remainder, relative):
    print(f"  {Z:3d} {E_hf[Z]:13.4f} {two_term(Z):13.4f} {rest:9.3f} {100*rel:8.3f}")
gap = two_term(10) - E_hf[10]
print("Neutral neon, Z = 10")
print(f"  zeroth-order term = {-2 * 10**2:.4f} hartree")
print(f"  first-order term = {10 * E1:.4f} hartree")
print(f"  two-term energy = {two_term(10):.4f} hartree")
print(f"  HF energy = {E_hf[10]:.4f} hartree")
print(f"  two-term minus HF = {gap:.4f} hartree = {gap * HARTREE_EV:.1f} eV")
print(f"  optimal common charge zeta = {zeta_opt:.4f}")
print(f"  screened energy = {E_screened:.4f} hartree")
print(f"  gain from screening E1^2/8 = {E1**2 / 8:.4f} hartree")
print(f"  screened minus HF = {E_screened - E_hf[10]:.4f} hartree")
print(f"Delta for one 2p electron = {delta_exact} = {delta:.6f} hartree")
print(f"two-term ionization energy = {ip_two:.4f} hartree = {ip_two*HARTREE_EV:.1f} eV")
print(f"HF ionization energy (UHF ion) = {ip_hf:.4f} hartree = {ip_hf*HARTREE_EV:.1f} eV")
print(f"two-term ionization energy changes sign at Z = {8 * delta:.3f}")
print("tests ok")
```

Printed output:

```
Hydrogenic Slater integrals at Z = 1 (hartree)
  F0(1s,1s) = 5/8 = 0.62500000
  F0(1s,2s) = 17/81 = 0.20987654
  G0(1s,2s) = 16/729 = 0.02194787
  F0(2s,2s) = 77/512 = 0.15039062
  F0(1s,2p) = 59/243 = 0.24279835
  G1(1s,2p) = 112/2187 = 0.05121171
  F0(2s,2p) = 83/512 = 0.16210938
  G1(2s,2p) = 45/512 = 0.08789062
  F0(2p,2p) = 93/512 = 0.18164062
  F2(2p,2p) = 45/512 = 0.08789062
largest deviation from Gaussian-basis integrals: 4.1e-07 hartree
Contributions to E1 (hartree)
  1s-1s: 5/8 = 0.62500000
  2s-2s: 77/512 = 0.15039062
  1s-2s: 580/729 = 0.79561043
  1s-2p: 6148/2187 = 2.81115684
  2s-2p: 453/256 = 1.76953125
  2p-2p: 1341/512 = 2.61914062
E1 = 2455271/279936 = 8.77082976 hartree
E1 from Gaussian-basis integrals = 8.770819 hartree
E1 extrapolated from HF ions = 8.7708 hartree
Z, HF energy, two-term energy, HF minus two-term (hartree), error (%)
   10     -128.5471     -112.2917   -16.255   12.645
   14     -285.1809     -269.2084   -15.973    5.601
   20     -640.3843     -624.5834   -15.801    2.467
   30    -1552.5582    -1536.8751   -15.683    1.010
   50    -4577.0550    -4561.4585   -15.597    0.341
   80   -12113.8831   -12098.3336   -15.549    0.128
Neutral neon, Z = 10
  zeroth-order term = -200.0000 hartree
  first-order term = 87.7083 hartree
  two-term energy = -112.2917 hartree
  HF energy = -128.5471 hartree
  two-term minus HF = 16.2554 hartree = 442.3 eV
  optimal common charge zeta = 7.8073
  screened energy = -121.9076 hartree
  gain from screening E1^2/8 = 9.6159 hartree
  screened minus HF = 6.6395 hartree
Delta for one 2p electron = 2748683/1679616 = 1.636495 hartree
two-term ionization energy = -3.8649 hartree = -105.2 eV
HF ionization energy (UHF ion) = 0.7276 hartree = 19.8 eV
two-term ionization energy changes sign at Z = 13.092
tests ok
```
